# Counting electrons and skeletal pairs in the octahedral cluster Rh₆(CO)₁₆: test program

```python
"""
Result under test: Rh6(CO)16 has 86 cluster valence electrons. With 12
non-skeletal electrons per metal (the Wade-Mingos premise), 7 skeletal pairs
remain, and an octahedron has exactly 7 bonding frontier orbitals.

Frontier model: each vertex has one inward sp hybrid and two tangential p
orbitals. Positive magnitudes of the edge couplings, in eV:
  s: ss-sigma, q: sp-sigma, sigma: pp-sigma, p: pp-pi
  f: factor scaling every coupling across the cluster (0 < f < 1)
Energies are relative to an isolated frontier orbital. Overlap is neglected.
"""
from fractions import Fraction
from itertools import product
import numpy as np

# ---------- geometry of the octahedron and its carbonyls ----------
vertices = [sign * np.eye(3)[axis] for axis in range(3) for sign in (1, -1)]
n = len(vertices)
edges = [(i, j) for i in range(n) for j in range(i + 1, n)
         if abs(vertices[i] @ vertices[j]) < 1e-12]
faces = [np.array(signs) for signs in product((1, -1), repeat=3)]
capped = [face for face in faces if np.prod(face) == 1]
face_sites = [[i for i in range(n) if vertices[i] @ face > 0]
              for face in capped]
terminal_sites = [[i] for i in range(n) for _ in range(2)]
carbonyl_sites = terminal_sites + face_sites
assert len(edges) == 12 and len(faces) == 8 and len(capped) == 4
for i in range(len(capped)):
    assert len(face_sites[i]) == 3
    for j in range(i):
        # Two alternate faces meet at one vertex and share no edge.
        assert len(set(face_sites[i]) & set(face_sites[j])) == 1

# ---------- electron ledger ----------
Z_RH, KRYPTON_CORE, Z_C, Z_O = 45, 36, 6, 8
rh_valence = Z_RH - KRYPTON_CORE
n_co = len(carbonyl_sites)
total = n * rh_valence + 2 * n_co

# Independent count: all electrons minus those outside the cluster count.
all_electrons = n * Z_RH + n_co * (Z_C + Z_O)
co_not_donated = (Z_C + Z_O) - 2
assert all_electrons - n * KRYPTON_CORE - n_co * co_not_donated == total

# Independent count: share each donor pair among the metals it touches.
shares = [Fraction(rh_valence) for _ in range(n)]
for sites in carbonyl_sites:
    for i in sites:
        shares[i] += Fraction(2, len(sites))
assert len(set(shares)) == 1 and sum(shares) == total
capping_per_rh = sum(0 in sites for sites in face_sites)
assert capping_per_rh == 2

nonskeletal = 12 * n
skeletal_pairs = (total - nonskeletal) // 2
metal_pairs = nonskeletal // 2 - n_co
localized_count = 18 * n - 2 * len(edges)
assert total == 86 and (total - nonskeletal) % 2 == 0
assert skeletal_pairs == n + 1
assert 2 * (metal_pairs + skeletal_pairs) == n * rh_valence
assert localized_count != total

# ---------- frontier orbitals: columns in the s, px, py, pz basis ----------
frontier = np.zeros((4 * n, 3 * n))
for i, position in enumerate(vertices):
    frontier[4 * i, 3 * i] = 1 / np.sqrt(2)
    frontier[4 * i + 1:4 * i + 4, 3 * i] = -position / np.sqrt(2)
    axis = int(np.argmax(abs(position)))
    for k, other in enumerate([a for a in range(3) if a != axis]):
        frontier[4 * i + 1 + other, 3 * i + 1 + k] = 1
assert np.allclose(frontier.T @ frontier, np.eye(3 * n))


def hamiltonian(s, q, sigma, p, f):
    """Frontier matrix from two-centre couplings between all vertex pairs."""
    full = np.zeros((4 * n, 4 * n))
    for i in range(n):
        for j in range(i + 1, n):
            bond = vertices[j] - vertices[i]
            direction = bond / np.linalg.norm(bond)
            block = np.zeros((4, 4))
            block[0, 0] = -s
            block[0, 1:] = q * direction
            block[1:, 0] = -q * direction
            block[1:, 1:] = ((sigma + p) * np.outer(direction, direction)
                             - p * np.eye(3))
            if (i, j) not in edges:
                block *= f
            full[4 * i:4 * i + 4, 4 * j:4 * j + 4] = block
            full[4 * j:4 * j + 4, 4 * i:4 * i + 4] = block.T
    return frontier.T @ full @ frontier


def level_formulas(s, q, sigma, p, f):
    """Derived level energies and their degeneracies."""
    A = -(s + np.sqrt(2) * q + (sigma + p) / 2) / 2
    B = -f * (s + 2 * q + sigma) / 2
    C = -(q / np.sqrt(2) + (sigma - p) / 2) / np.sqrt(2)
    mix = np.sqrt(8) * C
    low, high = np.linalg.eigvalsh([[-B, mix], [mix, -(2 + f) * p]])
    levels = {"a1g": (4 * A + B, 1), "t1u lower": (low, 3),
              "t2g": (-(sigma + p) + f * p, 3), "t2u": ((2 - f) * p, 3),
              "t1g": (sigma + p + f * p, 3), "eg": (B - 2 * A, 2),
              "t1u upper": (high, 3)}
    return levels, A, B, C


parameters = (1.0, 1.5, 2.0, 0.5, 0.5)
H = hamiltonian(*parameters)
energies = np.linalg.eigvalsh(H)
levels, A, B, C = level_formulas(*parameters)
expected = np.sort(np.concatenate([[e] * g for e, g in levels.values()]))
assert np.allclose(energies, expected, atol=1e-10)


def p_pattern(entries):
    """Vector of p orbitals: (vertex axis, vertex sign, p axis, coefficient)."""
    vector = np.zeros(4 * n)
    for axis, sign, p_axis, coefficient in entries:
        i = 2 * axis + (0 if sign > 0 else 1)
        vector[4 * i + 1 + p_axis] = coefficient
    return frontier.T @ vector


inward = np.zeros((n, 3 * n))
for i in range(n):
    inward[i, 3 * i] = 1
patterns = {
    "a1g": inward.sum(axis=0),
    "eg": inward[0] + inward[1] - inward[2] - inward[3],
    "t2g": p_pattern([(0, 1, 1, 1), (0, -1, 1, -1),
                      (1, 1, 0, 1), (1, -1, 0, -1)]),
    "t1g": p_pattern([(0, 1, 1, 1), (0, -1, 1, -1),
                      (1, 1, 0, -1), (1, -1, 0, 1)]),
    "t2u": p_pattern([(0, 1, 2, 1), (0, -1, 2, 1),
                      (1, 1, 2, -1), (1, -1, 2, -1)])}
for name, vector in patterns.items():
    assert np.allclose(H @ vector, levels[name][0] * vector, atol=1e-10)

# ---------- seven bonding orbitals for widely varied parameters ----------
rng = np.random.default_rng(7)
n_trials = 1000
counts = set()
for _ in range(n_trials):
    trial = (*rng.uniform(0.1, 4.0, 4), rng.uniform(0.05, 0.95))
    trial_energies = np.linalg.eigvalsh(hamiltonian(*trial))
    counts.add(int(np.sum(trial_energies < 0)))
    trial_levels = level_formulas(*trial)[0]
    trial_expected = np.sort(np.concatenate(
        [[e] * g for e, g in trial_levels.values()]))
    assert np.allclose(trial_energies, trial_expected, atol=1e-9)
bonding = int(np.sum(energies < 0))
assert counts == {skeletal_pairs} and bonding == skeletal_pairs


def gap(values, pairs):
    return abs(values[pairs] - values[pairs - 1])


assert gap(energies, 7) > 1.0
assert gap(energies, 6) < 1e-9 and gap(energies, 8) < 1e-9

# ---------- effects neglected by the equal-site-energy model ----------
offset = 1.0
radial_projector = np.diag([1.0, 0.0, 0.0] * n)
offset_results = {}
for shift in (-offset, offset):
    values = np.linalg.eigvalsh(H + shift * radial_projector)
    assert np.sum(values < 0) == skeletal_pairs
    offset_results[shift] = gap(values, 7)

splitting = 0.5  # total energy difference between the two tangential orbitals
cap_term = np.zeros_like(H)
for i, position in enumerate(vertices):
    # Component of a capped-face direction perpendicular to the vertex axis.
    face = next(face for face in capped if face @ position > 0)
    toward_cap = face - (face @ position) * position
    toward_cap = toward_cap / np.linalg.norm(toward_cap)
    across = np.cross(position, toward_cap)
    site = np.zeros((4 * n, 4 * n))
    block = slice(4 * i + 1, 4 * i + 4)
    site[block, block] = splitting / 2 * (
        np.outer(toward_cap, toward_cap) - np.outer(across, across))
    cap_term += frontier.T @ site @ frontier
cap_energies = np.linalg.eigvalsh(H + cap_term)
assert np.sum(cap_energies < 0) == skeletal_pairs

# ---------- printed results ----------
print(f"Rh atoms: {n}; valence electrons per Rh: {rh_valence}")
print(f"Electrons from Rh: {n * rh_valence}")
print(f"CO terminal: {len(terminal_sites)}; face-capping: {len(face_sites)}")
print(f"Total CO: {n_co}; electrons from CO: {2 * n_co}")
print(f"Cluster valence electrons: {total}; pairs: {total // 2}")
print(f"All electrons in the molecule: {all_electrons}")
print(f"Capping CO touching each Rh: {capping_per_rh}")
print(f"Electron share per Rh: {shares[0]} = {float(shares[0]):.3f}")
print(f"Non-skeletal electrons: {nonskeletal}; pairs: {nonskeletal // 2}")
print(f"Non-skeletal pairs from CO: {n_co}; from metal: {metal_pairs}")
print(f"Skeletal electrons: {total - nonskeletal}; pairs: {skeletal_pairs}")
print(f"Octahedron edges: {len(edges)}")
print(f"Count for localized edge bonds: {localized_count} electrons")
for name, value in zip(("s", "q", "sigma", "p"), parameters[:4]):
    print(f"Model coupling {name}: {value:.2f} eV")
print(f"Cross-cluster factor f: {parameters[4]:.2f} (no unit)")
print(f"Inward-inward edge coupling A: {A:.3f} eV")
print(f"Inward-inward cross coupling B: {B:.3f} eV")
print(f"Inward-tangential edge coupling C: {C:.3f} eV")
for name, (energy, degeneracy) in sorted(levels.items(),
                                       key=lambda item: item[1][0]):
    print(f"Level {name}: {energy:.3f} eV, degeneracy {degeneracy}")
print(f"Frontier orbitals: {len(energies)}; bonding: {bonding}")
print(f"Random parameter sets: {n_trials}; bonding counts: {sorted(counts)}")
for pairs in (6, 7, 8):
    print(f"Gap above {pairs} filled orbitals: {gap(energies, pairs):.3f} eV")
for shift, value in offset_results.items():
    print(f"Gap with inward offset {shift:+.1f} eV: {value:.3f} eV")
print(f"Tangential splitting from capping: {splitting:.2f} eV")
print(f"Gap with this splitting: {gap(cap_energies, 7):.3f} eV")
print(f"Bonding orbitals with it: {int(np.sum(cap_energies < 0))}")
print("success")
```

Output:

```
Rh atoms: 6; valence electrons per Rh: 9
Electrons from Rh: 54
CO terminal: 12; face-capping: 4
Total CO: 16; electrons from CO: 32
Cluster valence electrons: 86; pairs: 43
All electrons in the molecule: 494
Capping CO touching each Rh: 2
Electron share per Rh: 43/3 = 14.333
Non-skeletal electrons: 72; pairs: 36
Non-skeletal pairs from CO: 16; from metal: 20
Skeletal electrons: 14; pairs: 7
Octahedron edges: 12
Count for localized edge bonds: 84 electrons
Model coupling s: 1.00 eV
Model coupling q: 1.50 eV
Model coupling sigma: 2.00 eV
Model coupling p: 0.50 eV
Cross-cluster factor f: 0.50 (no unit)
Inward-inward edge coupling A: -2.186 eV
Inward-inward cross coupling B: -1.500 eV
Inward-tangential edge coupling C: -1.280 eV
Level a1g: -10.243 eV, degeneracy 1
Level t1u lower: -3.749 eV, degeneracy 3
Level t2g: -2.250 eV, degeneracy 3
Level t2u: 0.750 eV, degeneracy 3
Level t1g: 2.750 eV, degeneracy 3
Level eg: 2.871 eV, degeneracy 2
Level t1u upper: 3.999 eV, degeneracy 3
Frontier orbitals: 18; bonding: 7
Random parameter sets: 1000; bonding counts: [7]
Gap above 6 filled orbitals: 0.000 eV
Gap above 7 filled orbitals: 3.000 eV
Gap above 8 filled orbitals: 0.000 eV
Gap with inward offset -1.0 eV: 3.000 eV
Gap with inward offset +1.0 eV: 3.000 eV
Tangential splitting from capping: 0.50 eV
Gap with this splitting: 2.945 eV
Bonding orbitals with it: 7
success
```
